# Why model core potentials preserve ⟨r⁻³⟩ and smooth nodeless orbitals lose it: a numerical check

```python
"""Why <r^-3> of chlorine 3p survives in a model core potential (MCP) and is
lost in smooth nodeless orbitals.

Result under test: for a p orbital u(r) (normalized, integral u^2 dr = 1) in a
local potential V, <r^-3> = <dV/dr>/2 in atomic units. The all-electron (AE)
value comes mostly from the inner lobe of 3p. An MCP with core projectors
B|core><core| keeps that lobe; smooth nodeless orbitals do not.
Level: nonrelativistic spherical restricted LDA (Slater exchange, VWN).
Internal units are atomic; printed units are eV and angstrom.
"""
import numpy as np
from numpy.polynomial import Polynomial, legendre
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf import gto
from pyscf.dft import libxc

ANG = const.physical_constants["Bohr radius"][0] * 1e10
EV = const.physical_constants["Hartree energy in eV"][0]
Z, N_CORE = 17, 10
Z_VAL = Z - N_CORE

# Legendre-Lobatto grid in x, mapped to 0 <= r <= r_max
ORDER, SCALE, R_MAX = 160, 1.0, 30.0
ALPHA = 2 * SCALE / R_MAX
x_all = np.concatenate(([-1.0], roots_jacobi(ORDER - 1, 1, 1)[0], [1.0]))
p_end = eval_legendre(ORDER, x_all)
w_all = 2 / (ORDER * (ORDER + 1) * p_end**2)
gap = x_all[:, None] - x_all[None, :]
np.fill_diagonal(gap, 1.0)
diff = p_end[:, None] / p_end[None, :] / gap
np.fill_diagonal(diff, 0.0)
diff[0, 0] = -ORDER * (ORDER + 1) / 4
diff[-1, -1] = ORDER * (ORDER + 1) / 4
jac_all = SCALE * (2 + ALPHA) / (1 - x_all + ALPHA)**2
r = (SCALE * (1 + x_all) / (1 - x_all + ALPHA))[1:-1]
jac = jac_all[1:-1]
weight = w_all[1:-1] * jac
root_w = np.sqrt(weight)
d_in = diff[:, 1:-1]
kinetic = 0.5 * d_in.T @ ((w_all / jac_all)[:, None] * d_in)
kinetic /= np.outer(root_w, root_w)
poisson_inverse = np.linalg.inv(2 * kinetic)
to_legendre = np.linalg.inv(legendre.legvander(x_all, ORDER))


def integral(f):
    return float(np.sum(weight * f))


def derivative(u):
    return (diff[1:-1, 1:-1] @ u) / jac


def x_of_r(radius):
    return (radius * (1 + ALPHA) - SCALE) / (radius + SCALE)


def integral_to(f, radius):
    """Integral of f from 0 to radius, f vanishing at both ends of the grid."""
    coef = to_legendre @ np.concatenate(([0.0], f * jac, [0.0]))
    return float(legendre.legval(x_of_r(radius),
                                 legendre.legint(coef, lbnd=-1)))


def inv_r3(u, v=None):
    return integral(u * (u if v is None else v) / r**3)


def mean_force(u, potential):
    """<dV/dr> after integration by parts."""
    return -2 * integral(u * derivative(u) * potential)


def orbitals(ell, potential, count, projector=0.0):
    h = kinetic + np.diag(potential + ell * (ell + 1) / (2 * r**2)) + projector
    energy, vec = eigh(h, subset_by_index=[0, count - 1])
    u = vec.T / root_w
    for k in range(count):
        u[k] *= np.sign(u[k][np.argmax(abs(u[k]))])
    return energy, u


def hartree(rho):
    """Potential of the radial density rho = sum of occupation * u^2."""
    well = (poisson_inverse @ (root_w * rho / r)) / root_w
    return integral(rho) / R_MAX + well / r


def v_xc(rho):
    density = np.ascontiguousarray(rho / (4 * np.pi * r**2))
    return libxc.eval_xc("lda,vwn", density, spin=0, deriv=1)[1][0]


def solve_atom(bare, occupation, projector=(0.0, 0.0), rho_frozen=0.0):
    """Self-consistent s and p shells; rho_frozen enters only v_xc."""
    electrons = sum(map(sum, occupation))
    screen = (electrons - 1) * (1 - np.exp(-electrons**(1 / 3) * r)) / r
    for _ in range(300):
        shells = [orbitals(l, bare[l] + screen, len(occupation[l]),
                           projector[l]) for l in (0, 1)]
        rho = sum(q * u**2 for l in (0, 1)
                  for q, u in zip(occupation[l], shells[l][1]))
        new = hartree(rho) + v_xc(rho + rho_frozen)
        error = integral(rho * abs(new - screen))
        if error < 1e-9:
            return shells, screen
        screen = screen + 0.4 * (new - screen)
    raise AssertionError("self-consistency not reached")


def node_radii(u):
    """Zeros of u, excluding the immediate origin and the far tail."""
    coef = to_legendre @ np.concatenate(([0.0], u, [0.0]))
    keep = np.where((r > 0.02) & (r < 10))[0]
    return [brentq(lambda s: legendre.legval(x_of_r(s), coef), r[i], r[i + 1])
            for i in keep[:-1] if u[i] * u[i + 1] < 0]


# Solver check on the exact hydrogenic 3p value Z^3 / 81
_, hydrogenic = orbitals(1, -Z / r, 2)
assert abs(inv_r3(hydrogenic[1]) / (Z**3 / 81) - 1) < 1e-6

# All-electron chlorine
nuclear = -Z / r
(ae_s, ae_p), ae_screen = solve_atom((nuclear, nuclear), ([2, 2, 2], [6, 5]))
(e2p, e3p), (u2, u3) = ae_p
v_ae = nuclear + ae_screen
ae_value = inv_r3(u3)
force_nuclear = Z * integral(u3**2 / r**2)
force_electrons = mean_force(u3, ae_screen)
force_ae = force_nuclear + force_electrons
assert abs(force_ae / (2 * ae_value) - 1) < 1e-5
ae_nodes = node_radii(u3)
assert len(ae_nodes) == 1
node = ae_nodes[0]
inside_node = integral_to(u3**2 / r**3, node)
norm_inside_node = integral_to(u3**2, node)
assert inside_node > 0.8 * ae_value and norm_inside_node < 0.15

# Nodeless mixture of 3p and 2p: leading coefficient at the nucleus cancelled
mix = -u3[4] / u2[4]
w_mix = u3 + mix * u2
mix_value = inv_r3(w_mix) / (1 + mix**2)
assert not node_radii(w_mix)
assert mix_value < 0.3 * ae_value
# Counterexample: more 2p is still nodeless but has a large <r^-3>
w_double = u3 + 2 * mix * u2
double_value = inv_r3(w_double) / (1 + 4 * mix**2)
assert not node_radii(w_double) and double_value > 0.7 * ae_value

# Norm-conserving nodeless orbital r^2 exp(p), p polynomial in r/r_c
cut = int(np.argmin(abs(r - 0.8 / ANG)))
rc = r[cut]
slope = derivative(u3)[cut] / u3[cut]
curvature = 2 / rc**2 + 2 * (v_ae[cut] - e3p)
match = [np.log(u3[cut] / rc**2), rc * (slope - 2 / rc),
         rc**2 * (curvature - slope**2 + 2 / rc**2)]
b2, b3, b4 = np.linalg.solve([[1, 1, 1], [2, 3, 4], [2, 6, 12]], match)
base = Polynomial([0, 0, b2, b3, b4])
free = Polynomial([1, 0, -6, 8, -3])
t, t_weight = legendre.leggauss(100)
t, t_weight = (t + 1) / 2, t_weight / 2
r_in, w_in = rc * t, rc * t_weight
norm_in = integral_to(u3**2, rc)


def norm_defect(p0):
    trial = r_in**2 * np.exp((base + p0 * free)(t))
    return np.log(np.sum(w_in * trial**2) / norm_in)


p0 = brentq(norm_defect, -40, 40, xtol=1e-13)
poly = base + p0 * free
u_in = r_in**2 * np.exp(poly(t))
p1, p2 = poly.deriv()(t) / rc, poly.deriv(2)(t) / rc**2
v_in = e3p + 2 * p1 / r_in + 0.5 * (p1**2 + p2)
beyond_rc = ae_value - integral_to(u3**2 / r**3, rc)
nc_inside = np.sum(w_in * u_in**2 / r_in**3)
nc_value = nc_inside + beyond_rc
outer_integrand = -2 * u3 * derivative(u3) * v_ae
force_nc = (np.sum(w_in * -2 * u_in**2 * (2 / r_in + p1) * v_in)
            + integral(outer_integrand) - integral_to(outer_integrand, rc))
assert abs(force_nc / (2 * nc_value) - 1) < 1e-4
assert nc_value < 0.25 * ae_value

# Model core potentials: Gaussian fit of core Coulomb part plus projectors
rho_core = 2 * ae_s[1][0]**2 + 2 * ae_s[1][1]**2 + 6 * u2**2
core_shape = (N_CORE - r * hartree(rho_core)) / Z_VAL


def model_core(exponents, shift_factor):
    gauss = np.exp(-np.outer(r**2, exponents))
    total = N_CORE / Z_VAL
    part = np.linalg.lstsq(gauss[:, :-1] - gauss[:, -1:],
                           core_shape - total * gauss[:, -1], rcond=None)[0]
    amplitudes = np.append(part, total - part.sum())
    fitted = gauss @ amplitudes
    bare = -Z_VAL / r * (1 + fitted)
    projector = [0.0, 0.0]
    for l, e, u in ((0, ae_s[0][0], ae_s[1][0]),
                    (0, ae_s[0][1], ae_s[1][1]), (1, e2p, u2)):
        c = root_w * u
        projector[l] = projector[l] - shift_factor * e * np.outer(c, c)
    shells, _ = solve_atom((bare, bare), ([2], [5]), projector, rho_core)
    return shells[1][0][0], shells[1][1][0], np.max(abs(fitted - core_shape))


e_m8, u_m8, fit8 = model_core(np.geomspace(1.5, 1500, 8), 2)
e_m5, u_m5, fit5 = model_core(np.geomspace(2, 400, 5), 2)
_, u_big, _ = model_core(np.geomspace(1.5, 1500, 8), 20)
m8_value, m5_value, big_value = map(inv_r3, (u_m8, u_m5, u_big))
assert len(node_radii(u_m8)) == 1 and len(node_radii(u_m5)) == 1
assert abs(m8_value / ae_value - 1) < 0.01
assert abs(m5_value / ae_value - 1) < 0.05
assert abs(big_value / m8_value - 1) < 0.01

# Published nodeless pseudopotential ccECP, solved on the same grid
removed, channels = gto.basis.load_ecp("ccecp", "Cl")
assert removed == N_CORE
terms = {l: sum((g[1] * r**(n - 2) * np.exp(-g[0] * r**2)
                 for n, group in enumerate(powers) for g in group),
                np.zeros_like(r)) for l, powers in channels}
ecp_bare = [-Z_VAL / r + terms[-1] + terms[l] for l in (0, 1)]
assert abs(r[0] * ecp_bare[1][0]) < 0.05  # nuclear singularity removed
ecp_shells, ecp_screen = solve_atom(ecp_bare, ([2], [5]))
e_ecp, u_ecp = ecp_shells[1][0][0], ecp_shells[1][1][0]
ecp_value = inv_r3(u_ecp)
force_ecp = mean_force(u_ecp, ecp_bare[1] + ecp_screen)
assert not node_radii(u_ecp)
assert abs(force_ecp / (2 * ecp_value) - 1) < 1e-4
assert abs(e_ecp - e3p) * EV < 0.5
assert ecp_value < 0.25 * ae_value

A3, FORCE = ANG**-3, EV / ANG
print("Chlorine, spherical restricted LDA (Slater exchange, VWN)")
print(f"hbar^2/m: {EV * ANG**2:.4f} eV angstrom^2")
print(f"AE 2p energy: {e2p * EV:.3f} eV")
print(f"AE 3p energy: {e3p * EV:.3f} eV")
print(f"AE 3p node radius: {node * ANG:.4f} angstrom")
print(f"AE 3p norm inside node: {norm_inside_node:.4f}")
print(f"AE share of <r^-3> inside node: {inside_node / ae_value:.4f}")
print(f"AE mean force, nuclear part: {force_nuclear * FORCE:.2f} eV/angstrom")
print(f"AE mean force, electron part: {force_electrons * FORCE:.2f} eV/angstrom")
print(f"AE mean force, total: {force_ae * FORCE:.2f} eV/angstrom")
print(f"Norm-conserving mean force: {force_nc * FORCE:.2f} eV/angstrom")
print(f"ccECP mean force: {force_ecp * FORCE:.2f} eV/angstrom")
print(f"Matching radius r_c: {rc * ANG:.4f} angstrom")
print(f"Norm inside r_c (both orbitals): {norm_in:.4f}")
print(f"AE <r^-3> inside r_c: {(ae_value - beyond_rc) * A3:.3f} angstrom^-3")
print(f"Nodeless <r^-3> inside r_c: {nc_inside * A3:.3f} angstrom^-3")
print(f"Common <r^-3> beyond r_c: {beyond_rc * A3:.3f} angstrom^-3")
print(f"Mixing coefficient c: {mix:.4f}")
print(f"2p <r^-3>, R_22: {inv_r3(u2) * A3:.2f} angstrom^-3")
print(f"c^2 R_22: {mix**2 * inv_r3(u2) * A3:.3f} angstrom^-3")
print(f"-2c R_w2: {-2 * mix * inv_r3(w_mix, u2) * A3:.3f} angstrom^-3")
print(f"R_ww: {inv_r3(w_mix) * A3:.3f} angstrom^-3")
print(f"MCP 8 Gaussians, largest error of fitted shape: {fit8:.2e}")
print(f"MCP 5 Gaussians, largest error of fitted shape: {fit5:.2e}")
print(f"MCP 8 Gaussians, 3p energy: {e_m8 * EV:.3f} eV")
print(f"MCP 5 Gaussians, 3p energy: {e_m5 * EV:.3f} eV")
print(f"ccECP 3p energy: {e_ecp * EV:.3f} eV")
print(f"MCP 8 Gaussians, node: {node_radii(u_m8)[0] * ANG:.4f} angstrom")
print("<r^-3> of 3p: angstrom^-3 | atomic units | ratio to AE")
for label, value in (("all-electron", ae_value),
                     ("MCP, 8 Gaussians", m8_value),
                     ("MCP, 5 Gaussians", m5_value),
                     ("MCP, 8 Gaussians, tenfold B", big_value),
                     ("nodeless mixture, c", mix_value),
                     ("nodeless mixture, 2c", double_value),
                     ("nodeless norm-conserving", nc_value),
                     ("nodeless ccECP", ecp_value)):
    print(f"{label}: {value * A3:.3f} | {value:.4f} | {value / ae_value:.4f}")
print("done: every assertion held")
```

Output:

```
Chlorine, spherical restricted LDA (Slater exchange, VWN)
hbar^2/m: 7.6200 eV angstrom^2
AE 2p energy: -191.568 eV
AE 3p energy: -8.718 eV
AE 3p node radius: 0.2806 angstrom
AE 3p norm inside node: 0.0330
AE share of <r^-3> inside node: 0.9543
AE mean force, nuclear part: 1134.94 eV/angstrom
AE mean force, electron part: -351.31 eV/angstrom
AE mean force, total: 783.63 eV/angstrom
Norm-conserving mean force: 57.33 eV/angstrom
ccECP mean force: 49.64 eV/angstrom
Matching radius r_c: 0.8128 angstrom
Norm inside r_c (both orbitals): 0.4035
AE <r^-3> inside r_c: 50.956 angstrom^-3
Nodeless <r^-3> inside r_c: 3.298 angstrom^-3
Common <r^-3> beyond r_c: 0.464 angstrom^-3
Mixing coefficient c: 0.2860
2p <r^-3>, R_22: 680.27 angstrom^-3
c^2 R_22: 55.652 angstrom^-3
-2c R_w2: -8.943 angstrom^-3
R_ww: 4.710 angstrom^-3
MCP 8 Gaussians, largest error of fitted shape: 3.67e-02
MCP 5 Gaussians, largest error of fitted shape: 7.82e-02
MCP 8 Gaussians, 3p energy: -8.702 eV
MCP 5 Gaussians, 3p energy: -8.677 eV
ccECP 3p energy: -8.645 eV
MCP 8 Gaussians, node: 0.2806 angstrom
<r^-3> of 3p: angstrom^-3 | atomic units | ratio to AE
all-electron: 51.420 | 7.6196 | 1.0000
MCP, 8 Gaussians: 51.332 | 7.6066 | 0.9983
MCP, 5 Gaussians: 51.278 | 7.5987 | 0.9972
MCP, 8 Gaussians, tenfold B: 51.343 | 7.6083 | 0.9985
nodeless mixture, c: 4.354 | 0.6452 | 0.0847
nodeless mixture, 2c: 52.218 | 7.7379 | 1.0155
nodeless norm-conserving: 3.762 | 0.5574 | 0.0732
nodeless ccECP: 3.257 | 0.4827 | 0.0633
done: every assertion held
```
